Averaging over Disordered Metal Rings: h/e and h/2e Conductance Oscillations

**Q.** I measure one small silver ring and see its conductance oscillate with flux period h/e. In a long chain of nominally equal rings that period is almost gone, yet h/2e is still there. If disorder scrambles the phases, why does it spare one of the two?

**A.** Because disorder scrambles the phase difference of most pairs of paths, but not of a path and its own time reverse. Let us first fix what the flux does.

Let Φ be the flux through the hole, Φ0 = h/e, and φ = 2πΦ/Φ0. One turn around the ring multiplies an electron's amplitude by exp(iφ) or exp(−iφ), depending on the sense. Assume for now that no field enters the metal, that nothing flips spins, and that the electron stays coherent around the ring.

Take contacts with one channel each. The electron is either transmitted or reflected, so T = 1 − |r|². Sort all paths that return to the entrance by their net number of turns n:

r(φ) = Σ_n r_n exp(inφ).

The square contains every pair of winding numbers:

|r|² = Σ_n Σ_k r_n r_k* exp[i(n − k)φ].

Write T(φ) = Σ_m T_m exp(imφ). Collecting the terms with n − k = m gives, for m ≠ 0,

T_m = −Σ_n r_{n+m} r_n*.

Here m = 1 is the h/e oscillation and m = 2 the h/2e oscillation.

**Q.** Where does time reversal enter?

**A.** Walk a path backwards. It meets the same scatterers and covers the same length, so apart from the flux factor its amplitude is unchanged. Its winding changes from n to −n. Summing over all paths,

r_{−n} = r_n.

Now look at the leading terms. For m = 1, the values n = 0 and n = −1 give

r_1 r_0* + r_0 r_{−1}* = 2 Re(r_1 r_0*).

The path in r_1 has gone once around; the path in r_0 may have turned back at the entrance. Their phase difference contains the phase kL of a whole circuit, with k the wave number and L the circumference. That differs from ring to ring, so the term has either sign.

For m = 2, the value n = −1 gives

r_1 r_{−1}* = |r_1|².

The phase kL appears in both factors and cancels. What remains is positive in every ring. The flux phases do not cancel, because the partners turn in opposite senses: their difference is φ − (−φ) = 2φ, which has period h/2e. The reversed pair thus raises the reflection at Φ = 0 and contributes a negative amount to T_2.

**Q.** So all of the h/2e signal survives?

**A.** No. The sum for T_2 also contains r_2 r_0*. If r_2 circles twice and r_0 is direct reflection, the difference is 2kL, which is just as random as kL. A single ring therefore has a sample-specific h/2e part that averages away like h/e.

**Q.** You have looked at leading terms. Could some complicated pair bring h/e back?

**A.** There are more complicated pairs that survive. Take one path that circles twice, and another that circles once, turns round at the entrance junction and circles back. They cover the same arms the same number of times, so their scalar phases agree, but their windings are 2 and 0. The second path is the first with one of its loops reversed. Reversing a loop of winding w replaces w by −w and changes the total by 2w, an even number. Such pairs feed even harmonics.

A symmetry argument excludes odd ones without listing paths. In a one-channel ring, let an arm have scalar phase θ and put the whole flux phase in that arm. Its two directions carry

exp[i(θ + φ)] and exp[i(θ − φ)].

Adding π to θ reverses the sign of both. Adding π to φ also reverses the sign of both, since exp(iπ) = exp(−iπ) = −1. Therefore

T(θ + π, φ) = T(θ, φ + π).

If θ and θ + π are equally likely in the ensemble, the averages of the two sides give

⟨T(φ)⟩ = ⟨T(φ + π)⟩.

The average repeats after half a flux quantum. Shifting φ by π multiplies T_m by (−1)^m, so every odd harmonic of the average is zero.

**Q.** Can I see that in numbers?

**A.** Use a ring with two symmetric three-way junctions: amplitude 2/3 to pass into either other branch and −1/3 to turn back. With arm phases of 1 and 2 rad,

T_1 = −0.0127, T_2 = −0.1118.

Adding π to the upper arm changes T_1 to +0.0127 and leaves T_2 at −0.1118. Averaging uniformly over both arm phases gives T_1 = 0 to rounding error and T_2 = −0.073.

The shortest reversed pair can be done by hand. To circle once, the electron enters an arm, passes the far junction and leaves at the entrance, with factor 2/3 each time. Leaving out longer paths of the same winding, we get

|r_1|² ≈ [(2/3)³]² = (2/3)⁶ = 0.0878,

which alone would give T_2 = −0.0878. The other surviving pairs bring the magnitude down to 0.073. One can see how a pair may act that way: the path that circles twice has amplitude (2/3)⁵, while its partner that turns at the junction has (2/3)⁴(−1/3). Their product is negative, which opposes the positive |r_1|².

**Q.** My rings have disorder inside the arms, not just a phase knob. Does the argument hold there?

**A.** The exact statement holds for an ensemble unchanged by a reversal of sign of every amplitude crossing a cut through one arm. In a disordered metal this is an approximation. A pair with unequal numbers of crossings contains an unmatched passage. The chance of going a distance L without scattering is exp(−L/l), where l is the mean free path, so the average unmatched amplitude falls as exp(−L/2l). The approximation needs L ≫ 2l, or sufficient variation of length or potential between rings.

A lattice model tests this. The ring is 40 sites long and 3 wide, has site energies spread uniformly over a width of 1.8 hopping energies, and is joined to one-channel contacts of width 2.0 in the same unit. Each ring also gets a random energy offset with standard deviation 0.25, standing for differences in length or potential. For a velocity of 2 (hopping energy times lattice spacing over ħ), that changes the phase of one circuit by about 0.25 × 40/2 = 5 rad. Over 3000 rings,

⟨T_1⟩ = 0.0028 ± 0.0017,
⟨T_2⟩ = −0.0159 ± 0.0009,

where the errors are standard errors of the mean. The first is compatible with zero; the second is not. This strip is a small model, not a good metal: its mean free path is about 5 sites and its localization length is about the ring length. It shows which harmonic survives, not the size of the signal in a many-channel ring.

The direct pair term is ⟨|r_1|²⟩ = 0.043, larger than |⟨T_2⟩|. By the sum for T_m, the remaining terms must offset more than half of it. So |r_1|² explains the sign and period here, but is not a good estimate of the size.

**Q.** How fast does h/e disappear as I add rings?

**A.** For N independent rings with zero mean, the variance of the average is 1/N times that of one ring. Its rms value therefore falls as 1/√N. In the lattice model, the rms T_1 is 0.0927 for one ring and 0.0102 for averages of 100, close to the expected 0.0093.

For T_2 the corresponding values are 0.0493 and 0.0164. The second has nearly reached the magnitude of the mean, 0.0159. The random part has shrunk and the paired part has stayed.

In your chain resistances add. For small changes δR_j ≈ −R²δG_j, so with equal nominal resistance R the relative change of the rings' summed resistance is the average of their relative changes. The connecting wires add resistance of their own, which must be included when the signal is compared with the resistance of the whole chain. The rings must be farther apart than the dephasing length; otherwise paths visit several rings and they are not independent.

**Q.** How do I know that time reversal is the cause, rather than something else with period h/2e?

**A.** Break it and keep the disorder and contacts. In the lattice model, apply the same field inside the arms of every ring, with phase 0.8 rad per lattice cell, while scanning the flux through the hole separately. A path and its reverse now collect opposite phases from the metal, and these depend on the route. The normalized overlap of r_1 and r_{−1}, which is 1 without this field, drops to 0.032. The magnitude of ⟨T_2⟩ drops from 0.0159 to 0.0002, below the statistical error of the run without field. The overlap of 0.032 is also at the noise level for this number of rings. The disorder strength, contacts and number of rings are the same. A field this strong also raises the mean transmission and ⟨|r_1|²⟩ somewhat, so the loss of ⟨T_2⟩ does not come from weaker circulation around the ring.

**Q.** A real ring has thousands of channels. How large is the surviving signal there?

**A.** We need the return probability of a diffusing electron. Start in a plane-wave state k. A path from r1 to r2 that ends in −k has external phase k·r1 + k·r2. Its reverse, from r2 to r1, has the same phase. The two interfere constructively and double the probability of ending in −k.

Scattering with lifetime τ broadens each state into a Lorentzian of full width ħ/τ. A normalized Lorentzian of half width g has a squared integral 1/(2πg); with g = ħ/2τ this is τ/(πħ). This integral is needed for the following reason. An electron that starts in k has energy E with the Lorentzian weight of k. Elastic scattering keeps E and spreads the electron over the ν1V states per energy found there, where V is the volume and ν1 the number of states per energy and volume for one spin. The state −k takes a share equal to its own Lorentzian at E divided by ν1V. The two Lorentzians are equal, so integrating their product over E gives the ordinary probability in −k, τ/(πħν1V). Interference doubles it, so the excess is the same amount, τ/(πħν1V).

For a nearby state −k + q the excess carries an added factor exp(−Dq²t), the Fourier transform of the diffusion profile. Summing that factor over q gives V P(t), where P(t) is the probability density for return after time t. The total excess near −k is

τP(t)/(πħν1).

These electrons have velocity −v. The diffusion constant is the time integral of ⟨v_x(0)v_x(t)⟩, classically D = v²τ/3. To leading order the probability that supplies the excess is taken evenly from all directions and adds no velocity correlation. Thus

δD = −(v²/3) ∫ τP dt/(πħν1),

δD/D = −∫ P dt/(πħν1).

This is valid when disorder is weak and the metal is far from localization.

**Q.** And for the ring?

**A.** Let the arms be thin, with cross-section A, and let Lφ be the dephasing length. With κ = 1/Lφ, define c = DA∫P dt. Integrating the diffusion equation over time gives

(−d²/dx² + κ²)c = δ(x − x′).

On an infinite line the solution is exp(−κ|x − x′|)/(2κ). On a closed ring, return after n turns adds distance |n|L and pair phase nϑ, with ϑ = 2φ = 4πΦ/Φ0:

c = (1/2κ) Σ_n exp(−|n|κL + inϑ).

The n = ±1 terms give the h/2e part, [exp(−κL)/κ] cos ϑ.

Two arms of length L/2 in parallel have G = 4σA/L, and σ = 2e²ν1D with both spins included. Since δσ/σ = −c/(πħν1DA), averaging c over the ring gives

δG = −(4σA/L)⟨c⟩/(πħν1DA)
= −8e²⟨c⟩/(πħL)
= −(16e²/hL)⟨c⟩,

using h = 2πħ. For L = Lφ = 1000 nm, the coefficient of cos ϑ is −16e⁻¹ = −5.89 in units of e²/h.

**Q.** But my ring has wires attached. Surely some electrons leave?

**A.** Yes, and this is a large correction. Let one long lead, with the same cross-section as an arm, join the ring at each junction. In the lead c decays as exp(−κx), so each junction loses c at a rate s = κ times its value there.

The integral of c around the ring is the trace of the inverse of the operator above. It equals the derivative of ln S with respect to κ², where S is the operator's determinant. To find S, let f1 and f2 be the values at the junctions and a = L/2. Inside an arm the solution is a combination of sinh κx and sinh κ(a − x). Matching slopes at the first junction gives

[2κ coth κa + s]f1 − [2κ cos(ϑ/2)/sinh κa]f2 = 0,

because the two arms carry phases ±ϑ/2. The second junction gives the same equation with f1 and f2 exchanged. Each arm with its ends held at zero contributes a determinant proportional to sinh κa/κ. Multiplying these two factors by the determinant of the junction equations,

S = U² − 4cos²(ϑ/2) = U² − 2 − 2cos ϑ,
U = 2cosh κa + (s/κ)sinh κa.

Since d/d(κ²) = (1/2κ)d/dκ,

⟨c⟩ = U U′/[κL(U² − 2 − 2cos ϑ)].

The derivative U′ = dU/dκ is taken at fixed s, because we want c summed over the ring and not over the leads. Setting s = κ afterwards,

U′ = a(2sinh κa + cosh κa) − (sinh κa)/κ.

To extract the cosine, put p = (U² − 2)/2 and z = p − √(p² − 1). Then 1/(p − cos ϑ) = (1 + 2z cos ϑ + …)/√(p² − 1), and the coefficient of cos ϑ in ⟨c⟩ is

C(κ) = U U′z/[κL√(p² − 1)].

With κa = 1/2 the conductance coefficient becomes −1.70 e²/h, instead of −5.89.

**Q.** Silver has noticeable spin-orbit coupling. Does that break the pairing?

**A.** It respects time reversal, so the period stays. It can change the sign. If the spin is rotated by the matrix M on a path, it is rotated by M⁻¹ on the reversed path. Averaging over the initial spin and summing over the final one gives the interference factor

½Tr[M(M⁻¹)†] = ½Tr(M²) = cos α,

where α is the total rotation angle. The ordinary 3 × 3 matrix of this rotation has trace 1 + 2cos α. Random rotations without a preferred axis shrink its average to exp(−x) times the unit matrix, so

⟨cos α⟩ = (3e^(−x) − 1)/2.

This goes from 1 without spin rotation to −1/2 for complete randomization. Twelve random turns of 0.6 rad, simulated directly, gave −0.160; the formula also gives −0.160.

Since x grows in proportion to time, the first term simply decays faster. With x = Dt/Ls²,

C → (3/2)C(κt) − (1/2)C(κ), κt² = κ² + 1/Ls².

For Ls = 500 nm the coefficient becomes +0.46 e²/h. The average conductance now has a maximum at zero flux, not a minimum.

**Q.** What would I read on the instrument?

**A.** Take arms 40 nm wide and 30 nm high, at 1 K, with D = 100 cm²/s and a Fermi energy of 5.5 eV. The free-electron density of states then gives ρ = 3.91 μΩ cm, and

R = ρL/(4A) = 8.14 Ω.

For a circular ring the area inside the centre line of the arms is L²/4π, so the periods are 52.0 mT for h/e and 26.0 mT for h/2e. The paired signal from the two arms, relative to the resistance of the ring alone, is

|δR|/R = R(e²/h) × 0.46 = 1.45 × 10⁻⁴.

An instrument connected to the chain does not read exactly this number, because the wires between the rings matter in two ways. They add a steady resistance: 1000 nm of wire has four times the resistance of the ring. They also add signal. A path can start in a wire, circle the ring and return, so the wire's resistance oscillates too, mostly within a dephasing length of the ring. The full current flows there, against half of it in each arm, and in ohms this part is several times the arms' part, with the same sign. For 2000 to 3000 nm of wire per ring, the two effects together give a relative signal of about 1.0 to 0.7 × 10⁻⁴, the smaller value for the longer wire.

For h/e I can offer an order-of-magnitude estimate, again relative to the ring alone. Assume that a coherent ring varies by about e²/h. Thermal electrons span about kBT/[ħD/(L/2)²] independent energy windows, which reduces the amplitude by the square root of that number. With thermal length √(ħD/kBT) = 276 nm, the factor is 276/500, and

δR/R ~ R(e²/h) × 276/500 ~ 2 × 10⁻⁴ for one ring.

For 1000 rings it falls by √1000 to roughly 6 × 10⁻⁶, far below the h/2e signal. The estimates cross near one ring, so all one can say is that the two are comparable in a single ring. The thermal factor does not apply to the reversed pair, whose scalar phases cancel at each energy separately.

**Q.** How close is this to a real silver chain, and what should I worry about first?

**A.** The inputs are rough typical values, not a fit to a device. The mean free path is 21.6 nm, so L/2l is about 23 and unmatched amplitudes are strongly suppressed. The localization scale, channels times mean free path, is about 0.3 mm, far above L. The dephasing and spin-orbit lengths depend on purity and film, and should be measured. Using one constant dephasing length is itself a simplification: where electron-electron scattering causes the dephasing, the loss of signal also depends on the geometry of the ring. The effect of these lengths is not small: at fixed dephasing length, spin-orbit coupling moved the coefficient from −1.70 to +0.46. Magnetic impurities would reduce the paired signal. Electron-electron corrections other than dephasing are left out.

The field inside the arms also matters, since a real magnet does not confine flux to the hole. Across a width w, the reversed pair acquires a phase gradient 2eBy/ħ. For weak field its square, averaged over −w/2 < y < w/2, is

(2eB/ħ)²w²/12 = (eBw/ħ)²/3.

This adds to both κ² and κt². After one h/2e period the coefficient for the arms is 0.36 of its zero-field value; after four periods it is −0.03 of it, so the signal is practically gone. The reversal has a simple cause. The added term makes the two decay lengths more alike, and for equal lengths the weights give 3/2 − 1/2 = +1, the sign without spin-orbit coupling. The formula assumes diffusion across the arm, w ≫ l; here 40 nm is only about twice l, so these two factors are rough. Zeeman splitting is also left out; with g = 2 it lowers 0.36 to about 0.34. For arms and wires together the two factors are about 0.33 and −0.01.

Look for the averaged h/2e signal near zero field, therefore. The h/e signal of one ring does not rely on reversed partners: a field in the metal alters its already random phase but does not remove the interference. Apart from the estimates that include the wires, the Zeeman shift and the length scales of the lattice strip, the computed values are in the numerical output.

Computed results

```
ONE-CHANNEL RING (T_m dimensionless; cos amplitude is 2 T_m)
arm phases 1, 2 rad: T_1 = -0.0127, T_2 = -0.1118
upper arm + pi:      T_1 = 0.0127, T_2 = -0.1118
phase average: |T_1| = 1.1e-17
phase average: T_2 = -0.073
shortest reversed pair alone, (2/3)^6 = 0.0878
LATTICE RINGS (energies in units of hopping)
length 40, width 3 sites, rings 3000
disorder width 1.8, energy offset sd 0.25
contact width Gamma = 2.0
mean T_1 = 0.00284 +- 0.00169
mean T_2 = -0.01586 +- 0.00085
mean |r_1|^2 = 0.04318
rms T_1: 1 ring 0.0927, mean of 100 0.0102
rms T_2: 1 ring 0.0493, mean of 100 0.0164
field in arms, phase per plaquette = 0.8 rad
with field: |mean T_2| = 0.00020
with field: overlap of r_1 and r_-1 = 0.032 (1 without)
spin factor: walk -0.160, formula -0.160
SILVER RING (rough typical inputs)
circumference 1000 nm, arm 40 x 30 nm
temperature 1.0 K, diffusion constant 100 cm2/s
dephasing length 1000 nm, triplet length 500 nm
Fermi energy 5.5 eV, wavelength 0.52 nm
mean free path 21.6 nm, channels per arm 13785
localization scale, channels x path = 297 um
resistivity 3.91 uOhm cm, ring resistance 8.14 Ohm
field period: h/e 52.0 mT, h/2e 26.0 mT
h/2e cos coefficient of ring conductance, in e^2/h:
  no leads, no spin-orbit   -5.89
  leads, no spin-orbit      -1.70
  leads and spin-orbit      0.46
h/2e relative resistance amplitude = 1.45e-04
h/e estimate, 1 ring = 1.7e-04
h/e estimate, 1000 rings = 5.5e-06
rings for equal h/e and h/2e, estimate = 1.4
thermal length = 276 nm
h/2e left after 1 h/2e period of field = 0.36
h/2e left after 4 h/2e periods of field = -0.03
```
